**Acceptance of isotropic trial angles for heavy holes**

The program treats the overlap $G=(1+3\mu^2)/4$, where $\mu$ is the cosine of the angle between the old and new wave vectors, and finds a mean acceptance of 1/2 for isotropic trials with ceiling one. It asserts that $G$ agrees with overlaps obtained by diagonalizing spin-3/2 matrices, and that simulated rejection reproduces the efficiency, the number of trials and the moments of the accepted angles. It also asserts the decay of direction for three ways of handling rejections; redrawing at the unhalved rate $\Gamma_0$ doubles the scattering. The elastic acoustic rate is compared with a golden-rule integral that keeps the phonon energies, and the two agree within 2 percent. For a warped Luttinger Hamiltonian the mean overlap stays at 1/2 for the four initial directions examined, while single overlaps shift by up to 0.13. With rough parameters in the regime of germanium, the output gives an acoustic intraband mobility of about 7600 cm²/Vs, which falls to about 3800 cm²/Vs when optical phonons and light-hole final states are added. The output also shows 96 percent acceptance for impurity-weighted angles, and a subband spacing above $k_BT$ at a channel field of 0.10 MV/cm.

## Verification by program

```python
# Result under test: isotropic trial directions, rejected against the
# heavy-hole overlap G = (1 + 3 mu^2)/4 with ceiling 1, are accepted with
# mean probability 1/2.  mu = cos(theta), theta = angle between the old and
# new wave vectors.  Heavy-hole states: J = 3/2, projection +-3/2 along k.
# gamma0 = scattering rate before the overlap factor is applied.
# Material parameters are rough round values in the regime of bulk Ge holes.
import numpy as np
from scipy import constants as const
from scipy.integrate import quad, trapezoid
from scipy.linalg import eigh_tridiagonal
from scipy.special import ai_zeros

rng = np.random.default_rng(2718)
hbar, e, kB, m0 = const.hbar, const.e, const.k, const.m_e


def G(mu):
    return (1 + 3 * mu**2) / 4


def isotropic(n):
    v = rng.normal(size=(n, 3))
    return v / np.linalg.norm(v, axis=1)[:, None]


# ---- overlap from spin-3/2 matrices ----
proj = np.array([1.5, 0.5, -0.5, -1.5])
raising = np.diag(np.sqrt(15 / 4 - proj[1:] * (proj[1:] + 1)), 1)
J = np.array([(raising + raising.T) / 2, (raising - raising.T) / 2j,
              np.diag(proj)], dtype=complex)


def spin_states(direction):
    vec = np.linalg.eigh(np.einsum('i,iab->ab', direction, J))[1]
    return vec[:, [0, 3]], vec[:, [1, 2]]


for a, b in zip(isotropic(20), isotropic(20)):
    heavy_a = spin_states(a)[0]
    heavy_b, light_b = spin_states(b)
    block = heavy_a.conj().T @ heavy_b
    block = block @ block.conj().T
    assert np.allclose(block, G(a @ b) * np.eye(2), atol=1e-12)
    inter = np.sum(abs(heavy_a.conj().T @ light_b)**2) / 2
    assert abs(inter - 0.75 * (1 - (a @ b)**2)) < 1e-12

# ---- efficiency: quadrature and simulated rejection ----
eff = quad(G, -1, 1)[0] / 2
eff_theta = quad(lambda t: G(np.cos(t)), 0, np.pi)[0] / np.pi
assert abs(eff - 0.5) < 1e-12 and abs(eff_theta - 5 / 8) < 1e-12
mu_grid = np.linspace(-1, 1, 2001)
ceiling = G(mu_grid).max()
assert abs(ceiling - 1) < 1e-12 and abs(G(mu_grid).min() - 0.25) < 1e-12
n_trials = 400000
mu_trial = isotropic(n_trials)[:, 2]
accepted = rng.random(n_trials) < G(mu_trial)
eff_mc = accepted.mean()
err_mc = np.sqrt(eff_mc * (1 - eff_mc) / n_trials)
assert abs(eff_mc - 0.5) < 5 * err_mc
trials_needed = np.diff(np.flatnonzero(accepted))
assert abs(trials_needed.mean() - 2) < 0.02
assert abs(trials_needed.std() - np.sqrt(2)) < 0.03
mu_acc = mu_trial[accepted]
assert abs(mu_acc.mean()) < 0.008
assert abs((mu_acc**2).mean() - 7 / 15) < 0.005
inter_mean = quad(lambda x: 0.75 * (1 - x * x), -1, 1)[0] / 2
inter_eff = inter_mean / 0.75
assert abs(inter_mean - 0.5) < 1e-12 and abs(inter_eff - 2 / 3) < 1e-12


# ---- rejection-free draw ----
def direct_mu(r):
    s = 4 * r - 2
    return 2 / np.sqrt(3) * np.sinh(np.arcsinh(1.5 * np.sqrt(3) * s) / 3)


for r in (0.0, 0.1, 0.37, 0.5, 0.8, 1.0):
    cumulative = quad(G, -1, direct_mu(r))[0]
    assert abs(cumulative - r) < 1e-10


# ---- rate bookkeeping: decay of the initial direction in time ----
def remaining_cosine(mean_events, redraw, n=150000):
    k_dir = np.tile([0.0, 0.0, 1.0], (n, 1))
    left = rng.poisson(mean_events, n)
    while np.any(left > 0):
        idx = np.flatnonzero(left > 0)
        trial = isotropic(len(idx))
        mu = np.sum(k_dir[idx] * trial, axis=1)
        ok = rng.random(len(idx)) < G(mu)
        k_dir[idx[ok]] = trial[ok]
        left[idx[ok] if redraw else idx] -= 1
    return k_dir[:, 2].mean()


cos_self = remaining_cosine(2.0, False)
cos_wrong = remaining_cosine(2.0, True)
cos_halved = remaining_cosine(1.0, True)
assert abs(cos_self - np.exp(-1)) < 0.009
assert abs(cos_halved - np.exp(-1)) < 0.009
assert abs(cos_wrong - np.exp(-2)) < 0.009

# ---- worked example, rough parameters ----
T = 300.0
kT = kB * T
g1, g2, g3 = 13.0, 4.0, 5.5            # Luttinger parameters
g_sph = (2 * g2 + 3 * g3) / 5          # spherical average
m_heavy, m_light = m0 / (g1 - 2 * g_sph), m0 / (g1 + 2 * g_sph)
Xi = 5.0 * e                           # acoustic deformation potential
rho, v_s = 5300.0, 4.0e3               # kg/m^3, m/s
E_mean = 1.5 * kT
k_mean = np.sqrt(2 * m_heavy * E_mean) / hbar


def dos(E):
    E = max(E, 0.0)
    return (2 * m_heavy)**1.5 * np.sqrt(E) / (4 * np.pi**2 * hbar**3)


def gamma0(E):
    return 2 * np.pi * Xi**2 * kT * dos(E) / (hbar * rho * v_s**2)


def inelastic_rate(k, with_overlap):
    shift = 2 * m_heavy * v_s / (hbar * k)
    total = 0.0
    for sign in (1, -1):               # phonon absorption, emission
        def integrand(u):
            n = 1 / np.expm1(hbar * v_s * k * u / kT)
            kf2 = 1 + sign * shift * u
            mu = (1 + kf2 - u * u) / (2 * np.sqrt(kf2))
            weight = G(mu) if with_overlap else 1.0
            return u * u * (n + (sign < 0)) * weight
        total += quad(integrand, 0, 2 + sign * shift)[0]
    pref = Xi**2 * m_heavy / (4 * np.pi * rho * v_s * hbar**2 * k)
    return pref * k**3 * total


rate0 = gamma0(E_mean)
rate_real = eff * rate0
full0 = inelastic_rate(k_mean, False)
full_real = inelastic_rate(k_mean, True)
assert abs(full0 / rate0 - 1) < 0.02   # elastic limit omits small recoil
assert abs(full_real / rate_real - 1) < 0.02
eff_inelastic = full_real / full0

# ---- optical phonons and heavy-to-light scattering ----
D_op, E_op = 6.0e10 * e, 0.037 * e     # J/m, J
omega = E_op / hbar
n_op = 1 / np.expm1(E_op / kT)
light_ratio = (m_light / m_heavy)**1.5


def optical(E):
    return np.pi * D_op**2 / (rho * omega) * (
        n_op * dos(E + E_op) + (n_op + 1) * dos(E - E_op))


E_test = 4 * kT
k_grid = np.linspace(0, 3 * np.sqrt(2 * m_heavy * E_test) / hbar, 40001)
E_grid = hbar**2 * k_grid**2 / (2 * m_heavy)
width = 0.001 * e
golden = 0.0
for sign, occ in ((1, n_op), (-1, n_op + 1)):
    delta = np.exp(-((E_grid - E_test - sign * E_op) / width)**2 / 2)
    delta /= width * np.sqrt(2 * np.pi)
    coupling = hbar * D_op**2 / (2 * rho * omega) * occ
    golden += 2 * np.pi / hbar * coupling * trapezoid(
        k_grid**2 * delta, k_grid) / (2 * np.pi**2)
assert abs(golden / optical(E_test) - 1) < 0.002  # finite delta width


def mobility(rate):
    cut = E_op / kT

    def f(x):
        return x**1.5 * np.exp(-x) / rate(x * kT)
    top = quad(f, 0, cut)[0] + quad(f, cut, 40)[0]
    return e / m_heavy * top / quad(lambda x: x**1.5 * np.exp(-x), 0, 40)[0]


mob = mobility(lambda E: eff * gamma0(E))
mob_closed = e / m_heavy * 4 / (3 * np.sqrt(np.pi)) / (eff * gamma0(kT))
assert abs(mob / mob_closed - 1) < 1e-6
mob_wrong = mobility(gamma0)
assert abs(mob_wrong / mob - 0.5) < 1e-6
mob_more = mobility(lambda E: (1 + light_ratio)
                    * (eff * gamma0(E) + optical(E)))
assert mob_more < mob


# ---- warped bands ----
def warped(directions):
    k = directions
    H = (g1 + 2.5 * g2) * np.eye(4)[None] + np.zeros((len(k), 1, 1), complex)
    for i in range(3):
        H = H - 2 * g2 * k[:, i, None, None]**2 * (J[i] @ J[i])
        for j in range(i):
            anti = J[i] @ J[j] + J[j] @ J[i]
            H = H - 2 * g3 * (k[:, i] * k[:, j])[:, None, None] * anti
    val, vec = np.linalg.eigh(H)
    return val[:, 0], vec[:, :, :2]


x_gl, w_gl = np.polynomial.legendre.leggauss(48)
phi = 2 * np.pi * np.arange(96) / 96
X, P = np.meshgrid(x_gl, phi, indexing='ij')
S = np.sqrt(1 - X**2)
dirs = np.stack([S * np.cos(P), S * np.sin(P), X], axis=-1).reshape(-1, 3)
w_ang = np.repeat(w_gl, 96) / (2 * 96)
curv, states = warped(dirs)
weight = w_ang * curv**-1.5
m_dos = weight.sum()**(2 / 3)
weight = weight / weight.sum()
largest_dev, largest_rms = 0.0, 0.0
starts = np.array([[0, 0, 1], [1, 1, 0], [1, 1, 1], [3, 2, 1]], float)
starts /= np.linalg.norm(starts, axis=1)[:, None]
for start, initial in zip(starts, warped(starts)[1]):
    amp = np.einsum('as,nat->nst', initial.conj(), states)
    true_overlap = np.sum(abs(amp)**2, axis=(1, 2)) / 2
    formula = G(dirs @ start)
    assert abs(weight @ true_overlap - 0.5) < 1e-5
    assert abs(weight @ formula - 0.5) < 1e-5
    assert true_overlap.max() < 1 + 1e-12
    dev = true_overlap - formula
    largest_dev = max(largest_dev, abs(dev).max())
    largest_rms = max(largest_rms, np.sqrt(weight @ dev**2))

# ---- degeneracy, impurities, confinement ----
p_hole, eps_r = 1e23, 16.0
N_v = 2 * (m_heavy * kT / (2 * np.pi * hbar**2))**1.5
N_v_sum = quad(lambda x: 2 * dos(x * kT) * kT * np.exp(-x), 0, 50)[0]
assert abs(N_v / N_v_sum - 1) < 1e-6
edge_occupation = p_hole / N_v
beta2 = p_hole * e**2 / (eps_r * const.epsilon_0 * kT)
ratio = beta2 / k_mean**2


def impurity(x):
    return 1 / (2 * (1 - x) + ratio)**2


def split_quad(f):
    return quad(f, -1, 0.9)[0] + quad(f, 0.9, 1, limit=200)[0]


eff_impurity = split_quad(lambda x: G(x) * impurity(x)) / split_quad(impurity)
assert 0.5 < eff_impurity < 1
field = 1e7                            # V/m
scale = (hbar**2 / (2 * m_heavy))**(1 / 3) * (e * field)**(2 / 3)
airy = -ai_zeros(2)[0]
spacing = (airy[1] - airy[0]) * scale
z = np.linspace(0, 40e-9, 3001)[1:-1]
dz = z[1] - z[0]
hop = hbar**2 / (2 * m_heavy * dz**2) / e
levels = eigh_tridiagonal(2 * hop + field * z, -hop * np.ones(len(z) - 1),
                          select='i', select_range=(0, 1))[0]
assert abs((levels[1] - levels[0]) * e / spacing - 1) < 1e-3
field_kT = field * (kT / spacing)**1.5

# ---- printed numbers ----
meV = 1e-3 * e
print(f"Acceptance efficiency, quadrature: {100*eff:.4f} %")
print(f"Lowest valid ceiling: {ceiling:.4f} (no unit)")
print(f"Simulated trials: {n_trials} (count)")
print(f"Simulated efficiency: {100*eff_mc:.3f} %")
print(f"Its standard error: {100*err_mc:.3f} %")
print(f"Mean trials per acceptance: {trials_needed.mean():.4f} (count)")
print(f"Std. deviation of trials: {trials_needed.std():.4f} (count)")
print(f"Accepted mean cosine: {mu_acc.mean():.4f} (no unit)")
print(f"Accepted mean squared cosine: {(mu_acc**2).mean():.4f} (no unit)")
print(f"Efficiency if theta is uniform: {100*eff_theta:.2f} %")
print(f"Heavy-to-light efficiency, ceiling 3/4: {100*inter_eff:.2f} %")
print(f"Direct draw at r = 0.8: mu = {direct_mu(0.8):.5f} (no unit)")
print("Mean cosine left at time 2/gamma0:")
print(f"  rejection as self-scattering: {cos_self:.4f} (no unit)")
print(f"  redraw with halved rate: {cos_halved:.4f} (no unit)")
print(f"  redraw with unhalved rate: {cos_wrong:.4f} (no unit)")
print(f"Temperature: {T:.0f} K; kT: {kT/meV:.2f} meV")
print(f"Luttinger parameters: {g1}, {g2}, {g3} (no unit)")
print(f"Heavy mass: {m_heavy/m0:.4f} m0; light: {m_light/m0:.4f} m0")
print(f"Acoustic deformation potential: {Xi/e:.1f} eV")
print(f"Density: {rho/1000:.2f} g/cm3; sound speed: {v_s*100:.2e} cm/s")
print(f"Hole energy 3kT/2: {E_mean/meV:.2f} meV")
print(f"Hole wave number there: {k_mean*1e-9:.4f} 1/nm")
print(f"Density of states there: {dos(E_mean)*e*1e-6:.3e} 1/(eV cm3)")
print(f"Trial rate gamma0: {rate0*1e-12:.4f} 1/ps")
print(f"Accepted rate: {rate_real*1e-12:.4f} 1/ps")
print(f"Rejected rate: {(rate0-rate_real)*1e-12:.4f} 1/ps")
print(f"Mean time between real events: {1e12/rate_real:.4f} ps")
print(f"Relaxation time at E = kT: {1e12/(eff*gamma0(kT)):.4f} ps")
print(f"Acoustic intraband mobility: {mob*1e4:.0f} cm2/Vs")
print(f"Mobility with doubled scattering: {mob_wrong*1e4:.0f} cm2/Vs")
print(f"Largest phonon energy, 2 hbar k v: {2*hbar*k_mean*v_s/meV:.2f} meV")
print(f"Inelastic/elastic trial rate: {full0/rate0:.5f} (no unit)")
print(f"Efficiency with inelastic phonons: {100*eff_inelastic:.3f} %")
print(f"Heavy-to-light/intraband rate: {light_ratio:.4f} (no unit)")
print(f"Optical coupling: {D_op/e/100:.1e} eV/cm; phonon: {E_op/meV:.0f} meV")
print(f"Optical rate at 3kT/2: {optical(E_mean)*1e-12:.4f} 1/ps")
print(f"Mobility with optical and light-hole: {mob_more*1e4:.0f} cm2/Vs")
print(f"Warped density-of-states mass: {m_dos:.4f} m0")
print(f"Largest warped-overlap change found: {largest_dev:.4f} (no unit)")
print(f"Largest rms overlap change found: {largest_rms:.4f} (no unit)")
print(f"Hole density: {p_hole*1e-6:.1e} cm-3; Nv: {N_v*1e-6:.3e} cm-3")
print(f"Band-edge occupation p/Nv: {edge_occupation:.4f} (no unit)")
print(f"Relative permittivity: {eps_r:.0f} (no unit)")
print(f"Screening length: {1e9/np.sqrt(beta2):.2f} nm")
print(f"Efficiency, impurity-weighted angles: {100*eff_impurity:.2f} %")
print(f"Channel field: {field*1e-8:.2f} MV/cm")
print(f"Lowest subband spacing there: {spacing/meV:.2f} meV")
print(f"Field where spacing equals kT: {field_kT*1e-8:.4f} MV/cm")
print("finished without a failed check")
```

Running it gives:

```
Acceptance efficiency, quadrature: 50.0000 %
Lowest valid ceiling: 1.0000 (no unit)
Simulated trials: 400000 (count)
Simulated efficiency: 50.025 %
Its standard error: 0.079 %
Mean trials per acceptance: 1.9990 (count)
Std. deviation of trials: 1.4061 (count)
Accepted mean cosine: -0.0013 (no unit)
Accepted mean squared cosine: 0.4661 (no unit)
Efficiency if theta is uniform: 62.50 %
Heavy-to-light efficiency, ceiling 3/4: 66.67 %
Direct draw at r = 0.8: mu = 0.76037 (no unit)
Mean cosine left at time 2/gamma0:
  rejection as self-scattering: 0.3648 (no unit)
  redraw with halved rate: 0.3688 (no unit)
  redraw with unhalved rate: 0.1367 (no unit)
Temperature: 300 K; kT: 25.85 meV
Luttinger parameters: 13.0, 4.0, 5.5 (no unit)
Heavy mass: 0.3125 m0; light: 0.0439 m0
Acoustic deformation potential: 5.0 eV
Density: 5.30 g/cm3; sound speed: 4.00e+05 cm/s
Hole energy 3kT/2: 38.78 meV
Hole wave number there: 0.5640 1/nm
Density of states there: 1.172e+20 1/(eV cm3)
Trial rate gamma0: 1.3658 1/ps
Accepted rate: 0.6829 1/ps
Rejected rate: 0.6829 1/ps
Mean time between real events: 1.4643 ps
Relaxation time at E = kT: 1.7934 ps
Acoustic intraband mobility: 7593 cm2/Vs
Mobility with doubled scattering: 3797 cm2/Vs
Largest phonon energy, 2 hbar k v: 2.97 meV
Inelastic/elastic trial rate: 0.99872 (no unit)
Efficiency with inelastic phonons: 50.000 %
Heavy-to-light/intraband rate: 0.0526 (no unit)
Optical coupling: 6.0e+08 eV/cm; phonon: 37 meV
Optical rate at 3kT/2: 0.5134 1/ps
Mobility with optical and light-hole: 3798 cm2/Vs
Warped density-of-states mass: 0.3437 m0
Largest warped-overlap change found: 0.1277 (no unit)
Largest rms overlap change found: 0.0464 (no unit)
Hole density: 1.0e+17 cm-3; Nv: 4.384e+18 cm-3
Band-edge occupation p/Nv: 0.0228 (no unit)
Relative permittivity: 16 (no unit)
Screening length: 15.12 nm
Efficiency, impurity-weighted angles: 96.15 %
Channel field: 0.10 MV/cm
Lowest subband spacing there: 40.27 meV
Field where spacing equals kT: 0.0514 MV/cm
finished without a failed check
```
